Why common-centroid layout cancels linear oxide gradients but not random mismatch

**Four units in a row**

Two nominally identical transistors, A and B, are each made of two identical units connected in parallel. The four units stand in a row with pitch p, at x = −3p/2, −p/2, p/2 and 3p/2. Suppose that the threshold voltage of a unit depends linearly on its position, V(x) = V₀ + sx, and that the threshold of a device is the mean of its two units.

In the order AABB, the mean position of A is −p and that of B is +p, so

V_A − V_B = s(−p) − s(+p) = −2ps.

In the order ABBA, A occupies ±3p/2 and B occupies ±p/2. Both mean positions are zero, and the difference vanishes. Each device has one unit on the high side and one on the low side, and a straight line makes the two errors equal and opposite.

Now give each unit an additional random error eₖ, independent of the others. For ABBA the difference becomes

V_A − V_B = (e₁ − e₂ − e₃ + e₄)/2.

Nothing makes e₄ the opposite of e₁. With a common variance σᵤ², the variance of the difference is 4 × (1/4)σᵤ² = σᵤ², because squaring removes the signs. AABB gives the same value. ABBA works against the straight line because the line makes the errors at mirrored places equal and opposite; independent errors lack that relation.

The picture rests on three assumptions: that threshold is linear in oxide thickness, that a device averages its local thresholds, and that dopant errors are independent from unit to unit.

**Why threshold follows oxide thickness**

Take an n-channel transistor with uniform acceptor density N, source and body at the same potential. Threshold is defined by a fixed surface potential ψ = 2φ_F, where φ_F is the Fermi potential of the silicon. In the depletion approximation the acceptors are bare to a depth w, and Poisson's equation gives

ψ = (q/ε_s) ∫₀ʷ xN dx = qNw²/(2ε_s).

The depletion charge per area has magnitude Q = qNw. Continuity of electric displacement makes the oxide field Q/ε_ox, so an oxide of thickness t drops Qt/ε_ox. The threshold is therefore

V_T = V_FB + ψ + bt,  b = qNw/ε_ox,

with V_FB the flat-band voltage. The silicon fixes Q and hence the oxide field; extra thickness adds voltage in proportion. Charge in the oxide is left out here and sized later.

**Why a transistor averages its threshold**

Define the threshold at small drain voltage, by extrapolating the straight line of current against gate voltage V_G. Neglect the further rise of the surface potential above threshold, so that this definition agrees with the previous one. The channel is then a conducting sheet with local conductance

g_s = μC(V_G − V_T),

where μ is the mobility and C = ε_ox/t. For one volt between source and drain, the conductance G of the whole channel equals the dissipated power,

G = ∫ g_s |∇φ|² dA.

Change g_s by δg_s. The potential also changes, by δφ, which adds 2∫ g_s ∇φ·∇δφ dA to first order. Integration by parts turns this into a boundary term and a term containing ∇·(g_s∇φ). The latter vanishes by current conservation. The boundary term vanishes because δφ = 0 at the contacts and no current crosses the sides. Hence

δG = ∫ δg_s |∇φ|² dA = (1/L²) ∫ δg_s dA,

since the unperturbed field is uniform, 1/L for channel length L.

A threshold variation contributes δg_s = −μC δV_T. For channel width Z, a uniform shift δV would change G by −μC(Z/L)δV. Equating the two gives

δV = (1/ZL) ∫ δV_T dA.

The thickness also changes C, but to first order that part of δG is proportional to V_G − V_T. It changes the slope of the line and leaves its intercept alone. The threshold shift is thus the area average, to first order.

For n equal units in parallel at drain voltage V_D, with K the common current factor, the currents add as

Σ K(V_G − Vₖ − V_D/2)V_D = nK(V_G − V̄ − V_D/2)V_D,

where V̄ is the mean of the unit thresholds Vₖ.

**What a common centroid removes**

Let unit k have its centre at rₖ, measured from the centre of the layout. Assign it cₖ = +1/n if it belongs to A and −1/n if it belongs to B, so that Σcₖ = 0. Write a smooth thickness map as

t = t₀ + g·r + ½ r·H·r,

where g is the gradient at the layout centre and H the matrix of second derivatives.

A point in unit k is at rₖ + u, with u measured from the unit's own centre. Averaging over the rectangle gives ⟨u⟩ = 0, so

⟨t⟩ₖ = t₀ + g·rₖ + ½ rₖ·H·rₖ + ½⟨u·H·u⟩.

The first and last terms are the same for every unit and drop out because Σcₖ = 0. What remains is

V_A − V_B = b[ g·Σcₖrₖ + ½ Σcₖ rₖ·H·rₖ ].

The sum Σcₖrₖ is the centroid of A minus the centroid of B. Making it zero removes the gradient term for any strength and direction of g, without g having to be known.

The quadratic term depends on a different property, the second moments. Equal means do not imply equal mean squares. In ABBA, the mean of x² is 9p²/4 for A and p²/4 for B, so

V_A − V_B = ½ b t_xx (9/4 − 1/4)p² = b t_xx p².

The A units lie farther out, and a bowl-shaped map raises both of them.

The cross-coupled quad, AB above BA, has pitches p_x and p_y. All four units have the same x² and the same y², so those terms cancel. The product xy is −p_x p_y/4 for both A units and +p_x p_y/4 for both B units. The saddle-shaped term t_xy xy therefore leaves

V_A − V_B = −½ b t_xy p_x p_y.

So a common centroid does not cancel a general quadratic map, though a particular layout may cancel part of it. More units can do more. In the row ABBABAAB, A occupies −7/2, −1/2, 3/2 and 5/2 pitches, and B occupies −5/2, −3/2, 1/2 and 7/2. Both sets sum to zero, and in both the squares sum to 21. Since all units share the same y, every quadratic term cancels. That is a second condition, added to the common centroid.

**What dopants do**

Acceptors are discrete, and their number and depth vary from unit to unit. Add a thin sheet of δn acceptors per area at depth x. The surface potential at threshold is held at ψ, so the depletion edge must move by δw such that

0 = x δn + wN δw,  δw = −x δn/(wN).

The depletion charge then changes by

δQ = q(δn + N δw) = q δn(1 − x/w).

An acceptor near the surface counts almost fully; one at the depletion edge counts for nothing, because the edge retreats to compensate. Dividing by C gives the threshold shift. One acceptor in a unit of area A_u has δn = 1/A_u, so it shifts the unit's area-averaged threshold by q(1 − x/w)/(CA_u).

If acceptors are placed independently, the number in a slice dx obeys Poisson statistics, with variance equal to its mean, NA_u dx. Summing the slices gives

σᵤ² = [q/(CA_u)]² NA_u ∫₀ʷ (1 − x/w)² dx = q²Nw/(3C²A_u).

The integral supplies the factor w/3. For the pair,

Var(V_A − V_B) = Σcₖ² σᵤ² = 2n(1/n²)σᵤ² = 2σᵤ²/n.

No position appears. With the total area nA_u of each device fixed, σᵤ² is proportional to n, so cutting the device into more units does not help either. In this model, more area reduces the dopant mismatch; rearrangement does not.

**Between a gradient and independent noise**

The role of independence can be seen by giving the unit errors an adjustable correlation. Let v(x) be a random error with standard deviation σ and covariance

σ² exp(−d²/2λ²) = σ²(1 − d²/2λ² + d⁴/8λ⁴ − …)

between unit centres a distance d apart.

When λ is much larger than p, v is smooth across the row and can be expanded like the thickness. AABB gives −2pv′ and ABBA gives p²v″. The variance of v′ is minus the second derivative of the covariance at d = 0, which is σ²/λ². The variance of v″ is the fourth derivative, 24σ²/(8λ⁴) = 3σ²/λ⁴. The standard deviations are therefore

AABB: 2pσ/λ,  ABBA: √3 p²σ/λ².

At λ = 10p these leading terms are 0.200σ and 0.0173σ; the full covariance sum gives 0.198σ and 0.0171σ. At λ = 0.1p both layouts give 1.00σ. The same layout and the same σ thus show strong cancellation or none, according to whether neighbours share their errors.

**Numbers for a large input pair**

Take t₀ = 7.5 nm, N = 2×10¹⁷ cm⁻³ and 300 K. Then w = 75 nm and the oxide drop at threshold is bt₀ = 0.522 V. Each unit measures 50 µm × 4 µm, the row pitch is 6 µm, and each device has two units. The chosen relative thickness gradient is 1 ppm/µm, which is 1 % per cm. For AABB,

V_A − V_B = −2 × 6 × 10⁻⁶ × 0.522 V = −6.3 µV.

ABBA removes this term. Let the gradient change by its own size over 1 mm, so that t_xx/t₀ = 10⁻⁹ µm⁻². ABBA then keeps

6² × 10⁻⁹ × 0.522 V = 0.019 µV.

For the quad with p_y = 55 µm and an equal t_xy, the residue is −½ × 6 × 55 × 10⁻⁹ × 0.522 V = −0.086 µV. Its magnitude exceeds that of ABBA because the units are far apart along their width.

For the dopants, let M = NwA_u be the mean number of acceptors in the depletion layer of one unit. Since bt₀ = qNw/C, the variance formula becomes σᵤ = bt₀/√(3M). Here M = 3.0×10⁶, so

σᵤ = 0.522 V/√(9.0×10⁶) = 174 µV.

With two units per device the pair has the same standard deviation, 174 µV. As a test of the factor 1/3, 20,000 sets of four units were given random doping profiles and the depletion edge of each was solved anew. The deviations were 173.7 µV for AABB and 174.1 µV for ABBA, which agree with the formula within the sampling error of about 0.5 %. The units were drawn independently, so this tests the depth weighting, not the independence. Formula and test both use the depletion approximation at fixed ψ. With mobile carriers kept, the deviation is about 170 µV at fixed ψ and about 185 µV for a threshold read at fixed current, so 174 µV is good to about 7 %.

At small drain voltage, the random part of the threshold difference is 28 times the linear part that ABBA removes. "Uncancelled" therefore says nothing about size: the quadratic residue is negligible here, and the dopant term dominates.

Size changes the balance. Multiply all lateral dimensions by a factor f, holding the thickness map and doping fixed. The AABB offset grows as f, while the random deviation falls as 1/f because area grows as f². They are equal when f² = 27.8, or f = 5.3, where each is about 33 µV and each device covers about 11,000 µm². For this gradient, the common centroid matters most in very large devices.

**Where the cancellation is incomplete**

Cancellation of the linear term is exact for the area-averaged threshold, but real parallel currents are weighted by C, which varies as 1/t. Treat t as uniform within each unit and write V_c = V_FB + ψ. The current of unit k is proportional to (V_G − V_c − btₖ − V_D/2)/tₖ. Setting the sum to zero shows that the extrapolated threshold contains b times the harmonic mean of t. With η = gp/t₀, the A units have t₀(1 ± 3η/2) and harmonic mean t₀(1 − 9η²/4); the B units have t₀(1 − η²/4). Hence

V_A − V_B = −2bt₀η² = −2bg²p²/t₀.

With η = 6×10⁻⁶ this is −4×10⁻⁵ µV, far below everything else.

Orientation matters more. In saturation the channel field is not uniform. Let U be the gate overdrive and V the channel potential. Neglect the growth of the depletion charge along the channel. A constant current then makes (U − V)dV/dx the same everywhere, and U − V falls to zero at the drain. Integration gives U − V = U√(1 − x/L), with x measured from the source. In the integral of (V_G − V_T − V)dV along the channel, a local threshold shift is weighted by dV. The sensitivity per length is thus

(1/U)dV/dx = 1/[2L√(1 − x/L)],

whose mean position is 2L/3, not L/2. The electrical centre is displaced by L/6 towards the drain. If the current flows along the gradient, with both A units facing one way and both B units the other, the electrical centroids differ by L/3 although the drawn ones coincide. The threshold part of the resulting offset has size bgL/3 = 0.70 µV, about a ninth of the small-drain AABB offset found above. The neglected growth of the depletion charge makes it larger, increasingly so at high overdrive. Diffusion current, also neglected, makes it smaller and is the stronger correction at low overdrive. With both included and constant mobility, the offset is about 0.45 µV at 0.2 V overdrive and about 0.7 µV at 0.5 V, and it vanishes below threshold. With all units facing the same way, the displacement is common and cancels.

**Beside a real process**

The oxide and doping are rough values for a 3.3 V, 0.35 µm-class process; the gradient and curvature are chosen, not measured. Real channels are not uniformly doped, which changes both b and σᵤ. A rough positive fixed charge of 5×10¹⁰ cm⁻² in the oxide, at the silicon interface, lowers the slope b by 3 % and, if its number also fluctuates independently, raises the random deviation by 5 %. Taking the surface potential at threshold a fixed 4kT/q higher raises b by 6 %. The actual rise above threshold shrinks as the oxide thickens, which works the other way: with constant mobility and the tangent taken 0.5 to 2 V above threshold, the extrapolated threshold follows thickness with a slope 5 to 12 % below b. At 85 °C, with the band gap held fixed, b falls by 4 % and the random deviation by 2 %; the narrowing of the gap brings the fall in b to about 5 %. For a gate doped to 5×10¹⁹ cm⁻³ the depletion approximation gives a voltage drop of 3.5 mV. That is far below kT/q, where the approximation fails; allowing for the gradual spread of the gate's electrons, which are degenerate at this doping, gives about 18 mV. Either way the drop at threshold is set by Q and does not depend on t. With 3.3 V on the gate and the surface potential kept at its threshold value, the oxide field is 4.6 MV/cm. This is an upper estimate, since further band bending in the silicon and the gate takes up some of the voltage. It is below the rough breakdown scale of 10 MV/cm, and the estimated tunnel current is negligible. Other local disorder, such as gate grains and edge roughness, is left out and not sized here. Independent sources add in variance, so 174 µV is the dopant part of this model at small drain voltage and not a prediction of the total mismatch. In saturation above threshold the uneven weighting along the channel makes the dopant part larger, roughly 205 µV at 0.2 V overdrive and 240 µV at 0.5 V for constant mobility. Below threshold the weighting is even and this increase is absent.

Within this model the design rule has two parts. Use a common centroid with equal orientations against smooth gradients, and choose the area to meet the random-mismatch requirement. At the size and gradient used here the area decides, and the common centroid changes the total very little; it matters when the gradient is much steeper or the devices much larger. Only an oxide gradient has been sized; temperature, stress and doping gradients add to it. With a threshold drift near −1 mV/K, a temperature gradient of 0.5 K/mm along the row gives AABB the same offset as this oxide gradient, and 15 K/mm equals the dopant term. Balance the second moments as well if the curvature residue, of the order of b times the thickness curvature times a product of two pitches, is large enough to matter. The numerical output follows.

Computed results

```
oxide thickness: 7.5 nm
channel doping: 2e+17 cm^-3
unit width: 50 um
unit length: 4 um
pitch along x: 6 um
pitch along y (quad): 55 um
area of one device (two units): 400 um^2
relative thickness gradient: 1 ppm/um
relative second derivative: 0.001 ppm/um^2
surface potential at threshold: 0.8692 V
depletion depth: 74.97 nm
depletion charge: 0.2402 uC/cm^2
carrier-integral / depletion charge: 1
oxide drop at threshold: 0.5217 V
flat-band voltage: -0.9946 V
threshold voltage: 0.3964 V
threshold slope b: 69.57 mV/nm
AABB, linear x: -6.261 uV
ABBA, linear x, absolute below: 1e-09 uV
ABBA, xx term: 0.01878 uV
quad, xy term: -0.08609 uV
random deviation, one unit: 174 uV
random deviation, A minus B: 174 uV
sampled deviation, AABB: 173.7 uV
sampled deviation, ABBA: 174.1 uV
random deviation / AABB linear offset: 27.78
lateral growth factor for equality: 5.271
corr. length 10 pitches, AABB dev/sigma: 0.1983
corr. length 10 pitches, ABBA dev/sigma: 0.01714
corr. length 0.1 pitch, AABB dev/sigma: 1
corr. length 0.1 pitch, ABBA dev/sigma: 1
ABBA residue from current weighting: -3.757e-05 uV
saturation sensitivity centroid / L: 0.6669
offset if A and B face opposite ways: 0.6966 uV
assumed fixed oxide charge: 5e+10 cm^-2
fixed charge: change of slope b: -3.33 %
fixed charge: rise of random deviation: 4.88 %
assumed gate doping: 5e+19 cm^-3
gate depletion drop: 3.48 mV
slope change, surface 4kT/q higher: 5.78 %
slope change at 85 C: -3.81 %
random deviation change at 85 C: -1.92 %
oxide field at 3.3 V gate: 4.57 MV/cm
tunnel current density at 3.3 V: 2.6e-16 A/cm^2
```
